# Onsager Reaction Field and Dipole Enhancement of a Dissolved Polarisable Precursor: test program

```python
# Onsager reaction field of a polarisable point dipole in a spherical cavity.
# Result under test: R = g*m, g = f/(4 pi eps0 a^3), f = 2(eps-1)/(2 eps+1),
#   m = mu/(1 - g*alpha),  free energy = -g*mu^2 / (2(1 - g*alpha)).
# mu: gas dipole; m: dipole in the liquid; alpha: polarisability;
# alpha_vol = alpha/(4 pi eps0); a: cavity radius; eps: liquid permittivity.
# Working units: nm, V, e, eV. Reduced tests use a = 1 and 4 pi eps0 = 1.
import numpy as np
from scipy import constants as const
from scipy.linalg import solve_banded
from scipy.optimize import minimize_scalar


def reaction_factor(eps, order=1):
    return (order + 1) * (eps - 1) / ((order + 1) * eps + order)


def solve_sphere(order, eps_in, eps_out, flux_jump):
    """Finite-volume radial Laplace solution, interface at r = 1.
    flux_jump is the prescribed step of eps*du/dr across the interface."""
    half, step = 1500, 0.004
    x = step * np.arange(-half, half + 1)
    x_edge = step * (np.arange(-half, half + 2) - 0.5)
    eps_edge = np.where(x_edge < 0, eps_in, eps_out)
    conductance = eps_edge * np.exp(x_edge) / step
    eps_node = 0.5 * (eps_edge[:-1] + eps_edge[1:])
    radius = np.exp(x)
    bands = np.zeros((3, x.size))
    bands[0, 1:] = conductance[1:-1]
    bands[1] = (-(conductance[:-1] + conductance[1:])
                - step * order * (order + 1) * eps_node * radius)
    bands[2, :-1] = conductance[1:-1]
    source = np.zeros(x.size)
    source[half] = flux_jump
    return radius, solve_banded((1, 1), bands, source), half


def numerical_reaction(eps, order=1):
    """Reaction coefficient from the flux mismatch of a bare multipole."""
    radius, u, mid = solve_sphere(order, 1.0, eps, (eps - 1) * (order + 1))
    inner = mid - 200
    # the reaction potential inside must grow as r**order
    assert abs(u[inner] / radius[inner]**order / u[mid] - 1) < 1e-3
    return -u[mid]


# --- reaction coefficients from the differential equation ---
for eps_test in (2.0, 7.5, 80.0):
    for order in (1, 2, 3):
        numeric = numerical_reaction(eps_test, order)
        assert abs(numeric / reaction_factor(eps_test, order) - 1) < 3e-4

# --- dielectric sphere: polarisability and liquid/gas moment ratio ---
def sphere_moment(n_squared, eps_out):
    """Moment/volume of a sphere with unit frozen polarisation."""
    _, u, mid = solve_sphere(1, n_squared, eps_out, -1.0)
    return 1.0 - (n_squared - 1) * u[mid]


for n2_test in (1.5, 2.0, 3.0):
    _, u, mid = solve_sphere(1, n2_test, 1.0, 1 - n2_test)
    polarisability = u[mid]
    assert abs(polarisability / ((n2_test-1) / (n2_test+2)) - 1) < 1e-4
    for eps_test in (2.0, 7.5, 80.0):
        ratio = sphere_moment(n2_test, eps_test) / sphere_moment(n2_test, 1.0)
        loop = 1 / (1 - reaction_factor(eps_test) * polarisability)
        closed = ((2*eps_test + 1) * (n2_test + 2)
                  / (3 * (2*eps_test + n2_test)))
        assert abs(ratio / loop - 1) < 1e-4
        assert abs(ratio / closed - 1) < 1e-4

# --- inputs of the worked example ---
debye = 1e-21 / const.c / const.e * 1e9            # e nm
coulomb = const.e / (4*np.pi*const.epsilon_0) * 1e9  # V nm per e
boltzmann = const.k / const.e                      # eV/K
mu_debye, alpha_vol, a = 2.0, 0.010, 0.34
eps, eps_fast, solvent_debye = 7.5, 2.0, 1.7
temperature, hot_temperature = 300.0, 350.0
mu, alpha = mu_debye * debye, alpha_vol / coulomb


def coupling(permittivity, radius=a):
    return coulomb * reaction_factor(permittivity) / radius**3


def liquid_dipole(g_value):
    assert g_value * alpha < 1
    return mu / (1 - g_value * alpha)


g = coupling(eps)
m = liquid_dipole(g)
field = g * m
free_energy = -0.5 * g * mu**2 / (1 - g * alpha)
distortion = (m - mu)**2 / (2 * alpha)

# --- field at the centre summed over the polarised liquid ---
nodes, weights = np.polynomial.legendre.leggauss(40)
cosine, cos_weight = nodes[:, None], weights[:, None]
c_numeric = numerical_reaction(eps)
outer_amplitude = 1 - c_numeric                    # continuity at r = 1
assert abs(outer_amplitude - 3 / (2*eps + 1)) < 1e-4


def liquid_contribution(r_low, r_high):
    t_low, t_high = 1 / r_high, 1 / r_low
    t = 0.5*(t_high + t_low) + 0.5*(t_high - t_low)*nodes[None, :]
    wt = 0.5*(t_high - t_low)*weights[None, :]
    strength = (eps - 1) / (4*np.pi) * outer_amplitude * t**3
    p_radial = strength * 2 * cosine
    p_axial = strength * (3*cosine**2 - 1)
    field_at_centre = (3*p_radial*cosine - p_axial) * t**3
    return np.sum(2*np.pi * field_at_centre / t**4 * wt * cos_weight)


total_liquid = liquid_contribution(1.0, np.inf)
near_share = liquid_contribution(1.0, 2.0) / total_liquid
assert abs(total_liquid / reaction_factor(eps) - 1) < 3e-4

# --- field energy, with the source spread on a shell of radius 1/2 ---
def field_energy(reaction, amplitude, permittivity):
    shell = 0.5
    inside = (-1/shell**3 + reaction)**2 * (4*np.pi*shell**3/3)
    r = 0.5*(1 + shell) + 0.5*(1 - shell)*nodes[None, :]
    wr = 0.5*(1 - shell)*weights[None, :]
    square = ((2/r**3 + reaction)**2 * cosine**2
              + (1/r**3 - reaction)**2 * (1 - cosine**2))
    gap = np.sum(2*np.pi * square * r**2 * wr * cos_weight)
    t = 0.5 + 0.5*nodes[None, :]
    square = amplitude**2 * t**6 * (4*cosine**2 + 1 - cosine**2)
    outside = np.sum(2*np.pi*square/t**4 * 0.5*weights[None, :]*cos_weight)
    return (inside + gap + permittivity*outside) / (8*np.pi)


energy_change = (field_energy(c_numeric, outer_amplitude, eps)
                 - field_energy(0.0, 1.0, 1.0))
assert abs(energy_change / (-0.5*reaction_factor(eps)) - 1) < 1e-3

# --- the dipole and its free energy from direct minimisation ---
best = minimize_scalar(lambda p: (p - mu)**2/(2*alpha) - 0.5*g*p**2,
                       bracket=(0.5*mu, 2*mu))
assert abs(best.x / m - 1) < 1e-6
assert abs(best.fun / free_energy - 1) < 1e-8

# --- dipole displaced along its own axis ---
shift = 0.05
series = sum(reaction_factor(eps, l) * l**2 * (shift/a)**(2*l - 2)
             for l in range(1, 30))
g_shift = coulomb * series / a**3
coefficients = [numerical_reaction(eps, l) for l in range(1, 7)]
gap = 0.01
places = (shift/a + gap/2, shift/a - gap/2)
charges = (1/gap, -1/gap)
pair_energy = -0.5 * sum(
    q1*q2*sum(c*(s1*s2)**l for l, c in enumerate(coefficients, 1))
    for q1, s1 in zip(charges, places) for q2, s2 in zip(charges, places))
assert abs(pair_energy / (-0.5*series) - 1) < 5e-4

# --- thermal spread from the slow, orientational part of the liquid ---
kt = boltzmann * temperature
g_fast = coupling(eps_fast)
g_slow = g - g_fast
alpha_dressed = alpha / (1 - g_fast*alpha)
spread = alpha_dressed * np.sqrt(kt*g_slow / (1 - g_slow*alpha_dressed))
slow_field = np.linspace(-9, 11, 8001)
p = np.full_like(slow_field, mu)
for _ in range(60):
    p = mu + alpha*(slow_field + g_fast*p)
surface = ((p - mu)**2/(2*alpha) - 0.5*g_fast*p**2 - p*slow_field
           + slow_field**2/(2*g_slow))
probability = np.exp(-(surface - surface.min())/kt)
probability /= probability.sum()
mean_p = np.sum(probability*p)
std_p = np.sqrt(np.sum(probability*(p - mean_p)**2))
assert abs(mean_p/m - 1) < 1e-6
assert abs(std_p/spread - 1) < 1e-6

# --- orientational saturation, using the macroscopic field at the pole ---
pole_field = 6*coulomb*m / ((2*eps + 1)*a**3)
alignment_ratio = solvent_debye*debye*pole_field/kt
boltz = weights*np.exp(alignment_ratio*nodes)
mean_cosine = np.sum(boltz*nodes)/np.sum(boltz)
saturation = mean_cosine/(alignment_ratio/3)
eps_saturated = eps_fast + (eps - eps_fast)*saturation
eps_hot = eps_fast + (eps - eps_fast)*temperature/hot_temperature

# --- index and molar volume implied by the chosen size ---
packing = alpha_vol/a**3
index_squared = (1 + 2*packing)/(1 - packing)
molar_volume = 4*np.pi*a**3/3*1e-21*const.N_A
ceiling = (index_squared + 2)/3
assert abs(liquid_dipole(coupling(1e9))/mu - ceiling) < 1e-7


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("gas dipole mu", mu_debye, "D", 2)
show("polarisability volume", alpha_vol, "nm^3", 3)
show("cavity radius a", a, "nm", 2)
show("liquid permittivity eps", eps, "", 1)
show("electronic permittivity of liquid", eps_fast, "", 1)
show("carrier molecule dipole", solvent_debye, "D", 1)
show("temperature", temperature, "K", 0)
show("implied molecular index n", np.sqrt(index_squared), "", 3)
show("implied molar volume", molar_volume, "cm^3/mol", 1)
show("reaction factor f", reaction_factor(eps))
show("alpha_vol/a^3", packing)
show("feedback g*alpha", g*alpha)
show("reaction field of unenhanced dipole", g*mu, "V/nm", 3)
show("dipole after first feedback round", mu_debye*(1+g*alpha), "D", 3)
show("self-consistent reaction field R", field, "V/nm", 3)
show("the same field R", field*10, "MV/cm", 2)
show("dipole in liquid m", m/debye, "D", 3)
show("enhancement m/mu", m/mu)
show("share of R from liquid at a<r<2a", near_share)
show("distortion cost", distortion, "eV")
show("liquid term -g*m^2/2", -0.5*g*m**2, "eV")
show("total free energy", free_energy, "eV")
show("free energy of rigid dipole", -0.5*g*mu**2, "eV")
show("thermal energy kT", kt, "eV")
for value in (2.0, 4.0, 20.0, 80.0):
    show(f"m/mu at eps={value:g}", liquid_dipole(coupling(value))/mu)
show("ceiling of m/mu, eps to infinity", ceiling)
show("m with radius 10% smaller", liquid_dipole(coupling(eps, .9*a))/debye,
     "D", 3)
show("m with radius 10% larger", liquid_dipole(coupling(eps, 1.1*a))/debye,
     "D", 3)
show("axial displacement tried", shift, "nm", 2)
show("g displaced / g centred", g_shift/g)
show("m for displaced dipole", liquid_dipole(g_shift)/debye, "D", 3)
show("thermal standard deviation of axial m", spread/debye, "D", 3)
show("m with electronic liquid response only",
     liquid_dipole(g_fast)/debye, "D", 3)
show("liquid field at cavity pole", pole_field, "V/nm", 3)
show("carrier dipole energy / kT at pole", alignment_ratio, "", 3)
show("orientational response / linear response", saturation, "", 3)
show("eps with that saturation everywhere", eps_saturated, "", 2)
show("m with that saturation everywhere",
     liquid_dipole(coupling(eps_saturated))/debye, "D", 3)
show("warm delivery line", hot_temperature, "K", 0)
show("estimated eps in warm line", eps_hot, "", 2)
show("m in warm line", liquid_dipole(coupling(eps_hot))/debye, "D", 3)
print("all assertions hold")
```

It prints:

```
gas dipole mu: 2.00 D
polarisability volume: 0.010 nm^3
cavity radius a: 0.34 nm
liquid permittivity eps: 7.5
electronic permittivity of liquid: 2.0
carrier molecule dipole: 1.7 D
temperature: 300 K
implied molecular index n: 1.423
implied molar volume: 99.1 cm^3/mol
reaction factor f: 0.8125
alpha_vol/a^3: 0.2544
feedback g*alpha: 0.2067
reaction field of unenhanced dipole: 1.239 V/nm
dipole after first feedback round: 2.413 D
self-consistent reaction field R: 1.562 V/nm
the same field R: 15.62 MV/cm
dipole in liquid m: 2.521 D
enhancement m/mu: 1.2606
share of R from liquid at a<r<2a: 0.8750
distortion cost: 0.0085 eV
liquid term -g*m^2/2: -0.0410 eV
total free energy: -0.0325 eV
free energy of rigid dipole: -0.0258 eV
thermal energy kT: 0.0259 eV
m/mu at eps=2: 1.1133
m/mu at eps=4: 1.2043
m/mu at eps=20: 1.3086
m/mu at eps=80: 1.3328
ceiling of m/mu, eps to infinity: 1.3413
m with radius 10% smaller: 2.792 D
m with radius 10% larger: 2.368 D
axial displacement tried: 0.05 nm
g displaced / g centred: 1.0890
m for displaced dipole: 2.581 D
thermal standard deviation of axial m: 0.247 D
m with electronic liquid response only: 2.227 D
liquid field at cavity pole: 0.721 V/nm
carrier dipole energy / kT at pole: 0.987
orientational response / linear response: 0.941
eps with that saturation everywhere: 7.17
m with that saturation everywhere: 2.515 D
warm delivery line: 350 K
estimated eps in warm line: 6.71
m in warm line: 2.505 D
all assertions hold
```
